Why Kerker mixing can slow self-consistency in long insulating cells

**Q:** I calculate charge densities in long supercells of a wide-gap insulator. I switched on Kerker preconditioning, which I know as a cure for slow convergence, and the runs became slower. What does the preconditioner do to my density?

**A:** Let ρ be the electron density put into one cycle and F[ρ] the density that comes out of the Kohn–Sham equations. Linear mixing takes

ρ_new = ρ + α P (F[ρ] − ρ),

where α is a fixed positive number and P multiplies each Fourier component by

P(q) = q²/(q² + k0²).

Without preconditioning P = 1. Kerker's factor is near 1 for waves much shorter than 2π/k0 and falls as q²/k0² for much longer ones. The q = 0 component is left out, since the number of electrons is fixed.

To see whether this helps, write ρ = ρ0 + e, with ρ0 the converged density and e a small error. In atomic units the error changes the Hartree potential energy by ve, where v = 4π/q². I keep only this part of the interaction for now. If χ0 is the density response of the independent Kohn–Sham electrons, then to first order

F[ρ0 + e] = ρ0 + χ0 v e,
F[ρ] − ρ = χ0 v e − e = −ε† e, with ε† = 1 − χ0 v.

Inserting this in the mixing rule gives

e_new = (1 − α P ε†) e.

An error mode for which Pε† has the eigenvalue λ is multiplied by 1 − αλ in each cycle. The largest λ limits α, because stability needs αλ < 2. The smallest λ then sets the slowest decay. The ratio κ of largest to smallest eigenvalue measures the difficulty.

**Q:** Are those eigenvalues certain to be real and positive?

**A:** Yes, for this Hartree kernel and a gapped system. P and v are both diagonal in q, so they commute, and a change of variables gives

v^½ (P ε†) v^(−½) = P ε̃, with ε̃ = 1 − v^½ χ0 v^½,
P^(−½) (P ε̃) P^½ = P^½ ε̃ P^½.

The last matrix is Hermitian and has the same eigenvalues as Pε†. For its sign, take a real potential g. First-order perturbation theory with doubly occupied orbitals i and empty orbitals a gives

⟨g|χ0|g⟩ = −4 Σ_ia |⟨a|g|i⟩|² / (E_a − E_i).

One factor 2 is spin; the other comes from the two cross terms in the change of |ψ_i|². Every term is negative or zero, so ε̃ ≥ 1, and the eigenvalues are positive.

**Q:** Then where does a metal differ from my insulator?

**A:** In a metal, a slowly varying potential g lifts or lowers the levels locally, and electrons flow until the Fermi level is again uniform. The density changes by −Dg, with D the density of states per volume at the Fermi level. Hence, at long waves,

ε(q) = 1 + 4πD/q² = 1 + k_s²/q², with k_s² = 4πD.

This diverges as the cell grows, and α must shrink with it. Kerker's factor removes the divergence:

P ε = (q² + k_s²)/(q² + k0²) → k_s²/k0².

In an insulator a uniform shift of the potential moves no charge across the gap. What remains comes from the gradient of g, and it can be bounded. For a local Kohn–Sham potential, the kinetic energy gives

[g,[H,g]] = |∇g|².

The expectation value of the left side in orbital i is 2 Σ_a (E_a − E_i)|⟨a|g|i⟩|², with a running over all orbitals. When I also sum over the occupied i, pairs of occupied orbitals cancel because E_a − E_i changes sign. With ρ0 = 2 Σ_i |ψ_i|²,

Σ_ia (E_a − E_i)|⟨a|g|i⟩|² = ¼ ∫ ρ0 |∇g|²,

where a is now empty. If every excitation costs at least the gap E_g, then 1/(E_a − E_i) ≤ (E_a − E_i)/E_g², and so

−⟨g|χ0|g⟩ ≤ (1/E_g²) ∫ ρ0 |∇g|².

Now set g = v^½φ. Since 1/v = q²/4π, the norm is ⟨φ|φ⟩ = ∫|∇g|²/4π. Therefore

1 ≤ ε̃ ≤ 1 + 4πρ_max/E_g²,

where ρ_max is the largest value of ρ0. The cell length has dropped out. Plain mixing in the insulator has a bounded κ however long the cell is, so there is no long-wave divergence for Kerker's factor to cancel.

**Q:** And if I apply the factor anyway?

**A:** Let L be the longest edge of a rectangular cell, and q1 = 2π/L its smallest wavenumber. The lowest eigenvalue of P^½ε̃P^½ cannot exceed the expectation value in the wave q1. It also cannot be less than the smallest value of P, because ε̃ ≥ 1. Thus

P(q1) ≤ λ_min ≤ P(q1) ε̃11,

where ε̃11 is the diagonal element at q1. Both sides vanish as 1/L². The residual is a finite multiple of the long-wave error, and P then removes nearly all of that correction.

The inverse matrix gives the limit itself:

(P^½ ε̃ P^½)⁻¹ = P^(−½) ε̃⁻¹ P^(−½), with 1/P = 1 + k0²/q².

I take L to be much longer than the other edges, so that the slowest mode lies along it even if the crystal is anisotropic. In a perfect crystal, q1 couples only to waves that differ from it by a reciprocal lattice vector. As q1 → 0, the diagonal element at q1 grows as 1/q1², the elements linking q1 to the short waves grow at most as 1/q1, and the rest stay finite. The links shift the largest eigenvalue by about (1/q1)²/(1/q1²), a finite amount. The macroscopic dielectric constant ε_M is defined by 1/ε_M = (ε̃⁻¹)11, so

1/λ_min = k0²/(ε_M q1²) + a finite term,
λ_min → ε_M q1²/k0² = 4π² ε_M/(k0² L²).

The constant here is ε_M, which includes the local fields, and not ε̃11. If the slowest mode dominates the error, reducing it to a fraction t of its initial size takes

n = ln(1/t) / [−ln(1 − αλ_min)] ≈ ln(1/t)/(αλ_min)

cycles. At fixed α this grows as L².

**Q:** Can you show me this in a calculation that is not linearised?

**A:** I use a model with rough diamond values: a period of 0.357 nm, a gap of 5.52 eV and ε_M = 5.70. It consists of parallel chains, averaged sideways, with a cosine Kohn–Sham potential and two electrons per period. The chain density is adjusted to give that ε_M. The fixed external potential is built so that the converged density is known, and the true error can be measured in every cycle.

The starting density has charge moved from one plane to another half a cell away. This makes a triangular error in the potential, reaching 100 meV either side of zero. Each run stops when the rms potential error is 1/1000 of its initial value. I take k0 = 15 nm⁻¹ throughout and α = 1.6/λ_max, found separately for each cell and preconditioner. The eigenvalues quoted are for errors symmetric about the planes, as this one is.

Cycles without preconditioning and with Kerker:
- L = 1.43 nm: 24 and 35
- L = 2.86 nm: 23 and 113
- L = 5.71 nm: 23 and 431
- L = 11.42 nm: 23 and 1700

The longest cell has q1 = 0.550 nm⁻¹, so

k0²/q1² = (15/0.550)² = 744,
λ_min ≈ 5.70/744 = 0.00766.

Diagonalization gives 0.00763. With α = 0.531, the slowest mode loses αλ_min = 0.00405 of itself per cycle, and

n = ln(1000)/[−ln(1 − 0.00405)] ≈ 1702.

The nonlinear run took 1700. From 5.71 to 11.42 nm the count rises by a factor 3.94, close to the 4 of the L² law. The limit formula is poor in the shortest cell, where it gives 0.490 against the diagonalized 0.333, because q1 is not small there.

The bound on the response can be checked too. For the wave q1 the average of ρ0|∇g|² involves only the mean density, 320 nm⁻³, or 0.0475 in atomic units. The gap is 0.203 hartree, so ε̃11 can be at most 1 + 4π(0.0475)/0.203² ≈ 15.5. The computed value is 11.0.

**Q:** Would a metal of the same density have shown the opposite?

**A:** Yes, in this model. I removed the lattice potential, kept the chain density, and smeared the occupations by 0.50 eV. At L = 5.71 nm, where q1 = 1.10 nm⁻¹, ε(q1) is 840. Then k_s² = 839 × 1.10² ≈ 1015 nm⁻², and the long-wave limit of Pε is k_s²/k0² = 1015/225 ≈ 4.5. At q1 itself Pε is 4.49, so the limit is nearly reached in this cell. Kerker needs 14 cycles, both here and in the cell half as long. Plain mixing needs 539 here and 250 in the shorter cell.

The plain count roughly doubles, although ε(q1) rises fourfold, so for this starting error the count does not simply follow ε(q1).

**Q:** So is there a cell length below which Kerker is safe for an insulator?

**A:** One can compare condition numbers. Setting the long-wave Kerker value equal to the plain one,

λ_max,K k0²/(ε_M q²) = κ_plain,
L_x = 2π/q = 2π [ε_M κ_plain/(λ_max,K k0²)]^½.

With the longest cell's κ_plain = 13.45 and λ_max,K = 3.01,

L_x = 2π [5.70 × 13.45/(3.01 × 225)]^½ nm ≈ 2.1 nm.

Diagonalizing cells with an even number of periods, I find Kerker first has the worse κ at six periods, 2.14 nm.

That is not a guarantee about your run. In the 1.43 nm cell Kerker has the better condition number, 9.1 against 11.8, yet it took 35 cycles against 24. A condition number describes only the slowest decay; the count also depends on how much of each mode the starting error contains. If the slowest mode dominated, these condition numbers would predict about 36 cycles with Kerker and 47 without. The Kerker run nearly meets its estimate, while the plain run needs only about half of its own. The order of the two can therefore differ from one starting error to another.

**Q:** My program often stops early and reports that the density hardly changes. Should I believe it?

**A:** Not from that alone. Once the slowest mode dominates, the update is αλ_min times the error, so

error/update = 1/(αλ_min) ≈ 1/0.00405 ≈ 247.

In the 11.42 nm Kerker run, the rms update of the Hartree potential falls to 0.100 meV at step 207. The rms error is then still 24.7 meV, against an initial 100/√3 ≈ 58 meV. A threshold of 0.1 meV on the update would have stopped the run with over 40% of the error left. The residual F[ρ] − ρ, taken before P and α act, is a safer measure for an insulator: since ε̃ ≥ 1, ⟨r|v|r⟩ for the residual r is at least ⟨e|v|e⟩ for the error, within the linear Hartree theory. The guarantee is for this Hartree-energy norm. It does not extend to the rms potential or the rms density, where local fields can make the residual smaller than the error.

**Q:** I use Anderson mixing, not a fixed α. Does that rescue Kerker?

**A:** Largely, in the one cell I tried. Anderson mixing combines earlier densities so as to make the residual small, and can thereby build a large correction from small updates. In the 11.42 nm cell, with up to 20 earlier differences kept and the residual measured by its Hartree potential, reducing the error to one millionth took 34 cycles with Kerker and 16 without. In this run, with this starting error, the penalty was about a factor of two. I have no Anderson runs at other lengths from which to state a growth law.

**Q:** Can I keep Kerker's damping at intermediate waves and avoid the loss?

**A:** For an insulator, put a floor under it:

P_floor(q) = max[q²/(q² + k0²), 1/ε_M].

Since P_floor ≥ 1/ε_M and ε̃ ≥ 1, λ_min is at least 1/ε_M for any L. Since P_floor ≤ 1, the largest eigenvalue is no greater than that of ε̃. So κ is bounded again. In the longest cell κ is 6.8, and the run takes 20 cycles, against 23 for plain mixing. The floor repairs the damage; its gain over no preconditioner is small here, and is not assured when part of the cell is vacuum.

It should not be carried over to a metal. At long waves P_floor ε would become k_s²/(ε_M q²), and the divergence would return.

**Q:** How far would you trust these numbers for real diamond, or for an insulating layer in a device?

**A:** The gap, period and ε_M are close to diamond's, but the model is not a calculation of diamond. Diamond has 32 valence electrons per cubic cell, or 32/0.357³ ≈ 700 nm⁻³, more than twice the model's density. The local fields are strong in the model, lowering 11.0 to 5.70, and I would not assign that reduction to diamond. The limit for λ_min needs only ε_M, q1 and k0, so it carries over better than the cycle counts and the crossover length, which also depend on λ_max and so on the model's local fields. Local exchange at the model's mean density raises λ_min in the longest cell by 4.3% and leaves the near-fourfold change with length. Correlation and the three-dimensional band structure are left out.

A layer in a device also borders on other materials or vacuum, so the limit with a single ε_M, derived for a perfect crystal, is then only a guide. For the Hartree kernel, the bounds on λ_min remain as long as the whole cell has a gap and the potential is local. The local exchange kernel is negative and lies outside the proof: with it, eigenvalues of ε† can fall below 1. For the L² growth to follow from them, the gap must also stay above a fixed value as L increases.

Free carriers break that assumption. Intrinsic carriers at 300 K are negligible with this gap, about 10⁻²⁷ cm⁻³. Doping is different. For a dilute carrier density n, D becomes n/kT, with k Boltzmann's constant, which adds 4πn/(kTq²) to the dielectric constant. This equals ε_M at q1 when

n = ε_M q1² kT/4π ≈ 2.5 × 10¹⁸ cm⁻³

for the 11.42 nm cell at 300 K. By this estimate λ_min then doubles, and the Kerker count is roughly halved if λ_max is unchanged. The density actually needed is higher: D = n/kT holds for nondegenerate carriers and for waves much longer than their thermal wavelength, and light carriers can respond appreciably less at this q1. This density is one carrier per about 400 nm³, so a cell 11.42 nm long needs a cross-section near 6 × 6 nm to hold one; in a narrow cell a single carrier already means a far higher density. Note also that n counts free carriers, not dopant atoms. Diamond's usual dopants are deep, and at moderate doping most of them are not ionised at 300 K. At much higher carrier densities the long waves respond as in a metal, and Kerker's factor again has something to cancel. A metal contact in the cell also breaks the assumption, but this uniform model cannot size its effect. The numerical output gives the remaining values for each cell.

Computed results

```
period 0.357 nm, potential amplitude 5.60 eV
gap 5.523 eV, from Mathieu values 5.523 eV
macroscopic dielectric constant (tuned) 5.700
area per chain 0.0175 nm^2
mean electron density 320.5 nm^-3
Kerker wavenumber k0 15.0 nm^-1
response, relative finite-difference error 7.8e-10
start error: triangle of height 100 meV
runs stop at 1/1000 of the start error; alpha = 1.6/largest eigenvalue
N=4: L 1.428 nm, q1 4.4000 nm^-1, P(q1) 0.07923, eps11 9.087
  Kerker smallest eigenvalue 0.33298, limit formula 0.49045
  kappa plain/Kerker/floor 11.81 / 9.08 / 5.73
  steps plain/Kerker/floor 24 / 35 / 20
N=8: L 2.856 nm, q1 2.2000 nm^-1, P(q1) 0.02106, eps11 10.465
  Kerker smallest eigenvalue 0.11132, limit formula 0.12261
  kappa plain/Kerker/floor 12.98 / 27.11 / 6.61
  steps plain/Kerker/floor 23 / 113 / 20
  error lost per step: run 0.05903, predicted 0.05903
N=16: L 5.712 nm, q1 1.1000 nm^-1, P(q1) 0.00535, eps11 10.864
  Kerker smallest eigenvalue 0.02995, limit formula 0.03065
  kappa plain/Kerker/floor 13.35 / 100.69 / 6.77
  steps plain/Kerker/floor 23 / 431 / 20
  error lost per step: run 0.01589, predicted 0.01589
N=32: L 11.424 nm, q1 0.5500 nm^-1, P(q1) 0.00134, eps11 10.972
  Kerker smallest eigenvalue 0.00763, limit formula 0.00766
  kappa plain/Kerker/floor 13.45 / 395.01 / 6.81
  steps plain/Kerker/floor 23 / 1700 / 20
  error lost per step: run 0.00405, predicted 0.00405
largest eigenvalue, N=32: plain 13.447, Kerker 3.014
alpha, N=32: plain 0.119, Kerker 0.531
Kerker steps, N=32, predicted 1701.9
Kerker steps, ratio N=32 to N=16: 3.944
N=32 Kerker, step 207: rms update 0.1000 meV, rms error 24.68 meV
  error/update: run 246.9, predicted 246.9
crossover length, formula 2.11 nm
first even N with Kerker worse: 6 (2.14 nm)
Anderson, N=32, to 1e-06 of start: plain 16, Kerker 34 steps
metal: no lattice potential, smearing 0.50 eV
  N=8: eps(q1) 211.92, P*eps 4.463, steps plain 250, Kerker 14
  N=16: eps(q1) 840.10, P*eps 4.494, steps plain 539, Kerker 14
with local exchange, N=32 smallest eigenvalue 0.00796 (+4.3 %)
  its ratio N=16 to N=32: 3.920
intrinsic carriers, 300 K, free mass: 1.0e-27 cm^-3
carriers that double eps(q1), N=32, 300 K: 2.46e+18 cm^-3
```
